# Conductance spread left by drift after one global scale correction: a program that tests the result

```python
"""
Result under test: cells drift as G(t) = G(t0) * (t/t0)**(-nu), with Gaussian nu
of standard deviation sigma. One global factor restoring the mean conductance
leaves the relative spread CV = sqrt(exp(s**2) - 1), s = sigma * ln(t/t0).
For sigma = 0.01 and seven decades this is about 16 percent.

Symbols: nu drift exponent, G conductance, t0 reference time after programming,
w energy scale of barrier growth, tau onset time of relaxation, kT thermal energy.
All device parameters are rough typical values for phase-change cells.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici
from scipy.stats import norm

k_ev = constants.k / constants.e          # eV/K
temperature = 300.0                       # K
kT = k_ev * temperature                   # eV
nu_mean, sigma = 0.05, 0.01
t_start, t_end = 1.0, 1.0e7               # s
g_low, g_high = 1.0, 20.0                 # uS
tau = 0.01                                # s
log_time = np.log(t_end / t_start)
s = sigma * log_time
cv_formula = np.sqrt(np.expm1(s**2))
mean_formula = np.exp(-nu_mean * log_time + s**2 / 2)
scale_formula = 1 / mean_formula


# Relaxation equation integrated numerically for one exponent.
def barrier_rise(nu):
    w = nu * kT

    def rate(t, u):
        return (w / tau) * np.exp(-u / w)

    options = dict(method="DOP853", rtol=1e-10, atol=1e-14)
    first = solve_ivp(rate, (0.0, t_start), [0.0], **options)
    second = solve_ivp(rate, (t_start, t_end), first.y[:, -1], **options)
    assert first.success and second.success
    return first.y[0, -1], second.y[0, -1]


u_start, u_end = barrier_rise(nu_mean)
w_mean = nu_mean * kT
assert abs(u_start / (w_mean * np.log1p(t_start / tau)) - 1) < 1e-6
assert abs(u_end / (w_mean * np.log1p(t_end / tau)) - 1) < 1e-6

# Spread over exponents straight from the integrated relaxation equation.
nodes, weights = np.polynomial.hermite_e.hermegauss(7)
weights = weights / weights.sum()
rises = np.array([barrier_rise(nu_mean + sigma * x) for x in nodes])
barrier_gain = rises[:, 1] - rises[:, 0]
retained = np.exp(-barrier_gain / kT)
ode_mean = weights @ retained
cv_ode = np.sqrt(weights @ (retained / ode_mean - 1)**2)
barrier_spread = np.sqrt(weights @ (barrier_gain - weights @ barrier_gain)**2)
# The finite onset time shortens the logarithm by about tau/t_start = 0.01.
assert abs(cv_ode / cv_formula - 1) < 2e-3
assert abs(barrier_spread / (kT * s) - 1) < 2e-3


# Moments of the retained fraction from the definition, by quadrature.
def moment(order, density, half_width, log_ratio):
    return quad(lambda nu: density(nu) * np.exp(-order * nu * log_ratio),
                nu_mean - half_width, nu_mean + half_width,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def gauss_density(nu):
    return norm.pdf(nu, nu_mean, sigma)


def cv_quadrature(density, half_width, log_ratio):
    m1 = moment(1, density, half_width, log_ratio)
    m2 = moment(2, density, half_width, log_ratio)
    return np.sqrt(m2 / m1**2 - 1)


m1 = moment(1, gauss_density, 10 * sigma, log_time)
m2 = moment(2, gauss_density, 10 * sigma, log_time)
cv_gauss = cv_quadrature(gauss_density, 10 * sigma, log_time)
assert abs(m1 / mean_formula - 1) < 1e-7
assert abs(m2 / np.exp(-2 * nu_mean * log_time + 2 * s**2) - 1) < 1e-7
assert abs(cv_gauss / cv_formula - 1) < 1e-6
flat_half = np.sqrt(3) * sigma
cv_uniform = cv_quadrature(lambda nu: 0.5 / flat_half, flat_half, log_time)
assert abs(cv_uniform / cv_formula - 1) < 0.02

# Best possible single factor, found by numerical minimisation.
best = minimize_scalar(lambda b: b * b * m2 - 2 * b * m1 + 1,
                       bounds=(0.5, 5.0), method="bounded",
                       options={"xatol": 1e-9})
best_error = np.sqrt(best.fun)
assert abs(best.x / (scale_formula * np.exp(-s**2)) - 1) < 1e-5
assert abs(best_error / np.sqrt(-np.expm1(-s**2)) - 1) < 1e-6

# Time at which the spread reaches five percent.
target_cv = 0.05
log_five = brentq(lambda x: cv_quadrature(gauss_density, 10 * sigma, x)
                  - target_cv, 1.0, 10.0)
time_five = t_start * np.exp(log_five)
formula_five = t_start * np.exp(np.sqrt(np.log1p(target_cv**2)) / sigma)
assert abs(time_five / formula_five - 1) < 1e-4

# Simulated array with one factor taken from the summed conductance.
rng = np.random.default_rng(12345)
cells = 400000
log_g = rng.uniform(np.log(g_low), np.log(g_high), cells)
g_start = np.exp(log_g)
nu_cells = rng.normal(nu_mean, sigma, cells)
g_end = g_start * (t_end / t_start)**(-nu_cells)
array_scale = g_start.sum() / g_end.sum()
relative_error = array_scale * g_end / g_start - 1
cv_array = np.sqrt(np.mean(relative_error**2))
raw_error = np.sqrt(np.mean((g_end / g_start - 1)**2))
assert abs(array_scale / scale_formula - 1) < 0.003
assert abs(cv_array / cv_formula - 1) < 0.01     # sampling error about 0.1 %
outside_array = np.mean(np.abs(relative_error) > 0.10)
outside_formula = 1 - (norm.cdf((np.log(1.1) + s**2 / 2) / s)
                       - norm.cdf((np.log(0.9) + s**2 / 2) / s))
assert abs(outside_array - outside_formula) < 0.004

# Mean exponent that falls with programmed conductance.
sigma_state = 0.01
z_state = (log_g - log_g.mean()) / log_g.std()
nu_state = nu_cells - sigma_state * z_state
log_retained = -nu_state * log_time
state_spread = log_retained.std()
state_formula = log_time * np.hypot(sigma, sigma_state)
assert abs(state_spread / state_formula - 1) < 0.01
state_corr = np.corrcoef(log_retained, log_g)[0, 1]
assert abs(state_corr - sigma_state / np.hypot(sigma, sigma_state)) < 0.01
low_cells = z_state < -1.70
low_shift = np.median(log_retained[low_cells]) - np.median(log_retained)
assert abs(low_shift + np.sqrt(3) * sigma_state * log_time) < 0.02
single_state_spread = log_retained[low_cells].std()
assert abs(single_state_spread / s - 1) < 0.06   # few thousand cells

# 1/f noise: variance of the difference between two reads.
noise_q, read_time = 0.01, 1.0e-6         # dimensionless, s
cutoff = 1 / (2 * read_time)              # Hz


def noise_integral(x):
    return np.euler_gamma + np.log(x) - sici(x)[1]


direct = quad(lambda u: 2 * np.sin(u / 2)**2 / u, 0, 50, limit=400)[0]
assert abs(direct - noise_integral(50.0)) < 1e-7
noise_x = 2 * np.pi * cutoff * (t_end - t_start)
noise_spread = noise_q * np.sqrt(2 * noise_integral(noise_x))

# Read temperature: differences between cells, and a common change.
e_act, e_spread = 0.20, 0.02              # eV
cell_dt, common_dt = 1.0, 10.0            # K
t_cells = temperature + cell_dt * nodes
g_cells = np.exp(-e_act / (k_ev * t_cells))
gradient_spread = np.sqrt(weights @ (g_cells / (weights @ g_cells) - 1)**2)
assert abs(gradient_spread / (e_act * cell_dt / (kT * temperature)) - 1) < 0.01
hot = temperature + common_dt
energies = e_act + e_spread * nodes
ratio_hot = np.exp(-energies / (k_ev * hot) + energies / kT)
common_gain = weights @ ratio_hot
hot_spread = np.sqrt(weights @ (ratio_hot / common_gain - 1)**2)
assert abs(hot_spread / (e_spread * common_dt / (kT * hot)) - 1) < 0.01

# Crystallisation time from a rough retention figure.
e_cryst, t_retention = 2.5, 358.0         # eV, K
ten_years = 10 * constants.year           # s
cryst_time = ten_years * np.exp(e_cryst / k_ev
                                * (1 / temperature - 1 / t_retention))
assert t_end / cryst_time < 1e-3

other = noise_spread**2 + gradient_spread**2 + hot_spread**2
total = np.sqrt(cv_formula**2 + other)
total_state = np.sqrt(np.expm1(state_formula**2) + other)

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Mean exponent: {nu_mean:.3f}; exponent sd: {sigma:.3f}")
print(f"Start time: {t_start:.0f} s; end time: {t_end:.1e} s")
print(f"End time in days: {t_end / constants.day:.1f} d")
print(f"Programmed conductance: {g_low:.0f} to {g_high:.0f} uS")
print(f"ln(t/t0): {log_time:.4f}")
print(f"Log spread per decade: {100 * sigma * np.log(10):.3f} %")
print(f"Log spread s: {s:.5f}")
print(f"Mean retained fraction: {mean_formula:.4f}")
print(f"Global factor, formula: {scale_formula:.4f}")
print(f"Global factor, simulated array: {array_scale:.4f}")
print(f"Rms error before correction: {100 * raw_error:.1f} %")
print(f"CV, formula: {100 * cv_formula:.2f} %")
print(f"CV, quadrature: {100 * cv_gauss:.2f} %")
print(f"CV, relaxation equation: {100 * cv_ode:.2f} %")
print(f"CV, simulated array: {100 * cv_array:.2f} %")
print(f"CV, uniform exponents: {100 * cv_uniform:.2f} %")
print(f"Best single factor: {best.x:.4f}")
print(f"Rms error with best factor: {100 * best_error:.2f} %")
print(f"One-sd band about median: {np.exp(-s):.3f} to {np.exp(s):.3f}")
print(f"Cells over 10 % wrong, formula: {100 * outside_formula:.1f} %")
print(f"Cells over 10 % wrong, array: {100 * outside_array:.1f} %")
print(f"Time to 5 % spread: {time_five:.0f} s")
print(f"Onset time: {tau:.2f} s; energy scale w: {w_mean:.6f} eV")
print(f"Mean barrier rise t0 to t: {u_end - u_start:.5f} eV")
print(f"Barrier spread: {barrier_spread:.5f} eV")
print(f"Onset effect on CV: {100 * (cv_ode / cv_formula - 1):.3f} % of CV")
print(f"State-dependent exponent sd: {sigma_state:.3f}")
print(f"Log spread with state dependence: {state_formula:.4f}")
print(f"Same, simulated array: {state_spread:.4f}")
print(f"CV with state dependence: "
      f"{100 * np.sqrt(np.expm1(state_formula**2)):.1f} %")
print(f"Correlation of log error with log G: {state_corr:.3f}")
print(f"Lowest state against array median: {100 * np.expm1(low_shift):.1f} %")
print(f"Log spread within lowest state: {single_state_spread:.4f}")
print(f"Noise Q: {noise_q:.3f}; read time: {read_time:.1e} s")
print(f"Noise cutoff: {cutoff:.1e} Hz")
print(f"1/f noise spread between reads: {100 * noise_spread:.2f} %")
print(f"Activation energy: {e_act:.2f} eV; its sd: {e_spread:.2f} eV")
print(f"Cell temperature sd: {cell_dt:.0f} K")
print(f"Spread from cell temperatures: {100 * gradient_spread:.2f} %")
print(f"Common read-temperature change: {common_dt:.0f} K")
print(f"Common conductance factor: {common_gain:.3f}")
print(f"Residual spread after rescaling: {100 * hot_spread:.2f} %")
print(f"Crystallisation energy: {e_cryst:.1f} eV")
print(f"Ten-year retention temperature: {t_retention:.0f} K")
print(f"Crystallisation time at 300 K: {cryst_time:.1e} s")
print(f"End time / crystallisation time: {t_end / cryst_time:.1e}")
print(f"Total spread, no state dependence: {100 * total:.1f} %")
print(f"Total spread, with state dependence: {100 * total_state:.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 300 K; kT: 0.02585 eV
Mean exponent: 0.050; exponent sd: 0.010
Start time: 1 s; end time: 1.0e+07 s
End time in days: 115.7 d
Programmed conductance: 1 to 20 uS
ln(t/t0): 16.1181
Log spread per decade: 2.303 %
Log spread s: 0.16118
Mean retained fraction: 0.4525
Global factor, formula: 2.2098
Global factor, simulated array: 2.2109
Rms error before correction: 55.3 %
CV, formula: 16.22 %
CV, quadrature: 16.22 %
CV, relaxation equation: 16.21 %
CV, simulated array: 16.20 %
CV, uniform exponents: 16.08 %
Best single factor: 2.1532
Rms error with best factor: 16.01 %
One-sd band about median: 0.851 to 1.175
Cells over 10 % wrong, formula: 53.4 %
Cells over 10 % wrong, array: 53.3 %
Time to 5 % spread: 148 s
Onset time: 0.01 s; energy scale w: 0.001293 eV
Mean barrier rise t0 to t: 0.02082 eV
Barrier spread: 0.00416 eV
Onset effect on CV: -0.063 % of CV
State-dependent exponent sd: 0.010
Log spread with state dependence: 0.2279
Same, simulated array: 0.2278
CV with state dependence: 23.1 %
Correlation of log error with log G: 0.707
Lowest state against array median: -24.3 %
Log spread within lowest state: 0.1590
Noise Q: 0.010; read time: 1.0e-06 s
Noise cutoff: 5.0e+05 Hz
1/f noise spread between reads: 7.96 %
Activation energy: 0.20 eV; its sd: 0.02 eV
Cell temperature sd: 1 K
Spread from cell temperatures: 2.58 %
Common read-temperature change: 10 K
Common conductance factor: 1.284
Residual spread after rescaling: 2.50 %
Crystallisation energy: 2.5 eV
Ten-year retention temperature: 358 K
Crystallisation time at 300 K: 2.0e+15 s
End time / crystallisation time: 5.0e-09
Total spread, no state dependence: 18.4 %
Total spread, with state dependence: 24.7 %
ALL CHECKS PASSED
```
